# Resistance of a circular aperture in a cylinder by Bessel expansion

## The constricted joint

Two copper pillars are bonded end to end, but an insulating residue covers the interface except for a round opening at its centre. Current that fills each pillar must converge on the opening and spread again behind it. How much resistance does this add, and when may the opening be treated as if the pillars were infinitely wide?

The model is a cylinder of radius $b$ and uniform resistivity $\rho$, with an insulating side wall. An infinitely thin insulating diaphragm at $z=0$ has a centred circular hole of radius $a$. Direct current $I$ obeys Ohm's law locally and is uniform far from the diaphragm. Let $\epsilon=a/b$. The resistance in excess of the unobstructed cylinder is written
$$
R=\frac{\rho}{2a}\,\psi(\epsilon).
$$
The prefactor will turn out to be Maxwell's result for unbounded metal, so $\psi(0)=1$. For small holes $\psi\simeq1-1.41\,\epsilon$. The algorithm below supplies this coefficient and also $\psi$ at finite $\epsilon$, where the linear law can fail badly.

## Bessel expansion and least power

Choose the potential $\phi$ antisymmetric in $z$. Continuity then makes $\phi=0$ in the hole. Let $\lambda_n$ be the positive zeros of $J_1$. The functions $J_0(\lambda_n r/b)$ have zero radial slope at the wall, so for $z>0$
$$
\phi=\frac{\rho I}{\pi b^2}\left[z+L-\sum_n g_n\frac{b}{\lambda_n}J_0\!\left(\frac{\lambda_n r}{b}\right)e^{-\lambda_n z/b}\right].
$$
Here current flows towards negative $z$. Far away each side has the voltage of a cylinder lengthened by $L$. Hence
$$
R=\frac{2\rho L}{\pi b^2},\qquad \psi=\frac{2a}{\rho}R=\frac{4aL}{\pi b^2}.
$$

The magnitude of the current density at $z=0$ is $j=\rho^{-1}\partial_z\phi$, which vanishes for $r>a$:
$$
j(r)=\frac{I}{\pi b^2}\left[1+\sum_n g_nJ_0(\lambda_n r/b)\right].
$$
Define its normalized Hankel transform
$$
T(x)=\frac{2\pi}{I}\int_0^a j(r)J_0(xr/a)\,r\,dr,\qquad T(0)=1.
$$
Multiply the expansion of $j$ by $rJ_0(\lambda_n r/b)$ and integrate to $b$. The constant term drops out because $J_1(\lambda_n)=0$, and the squared mode integrates to $b^2J_0(\lambda_n)^2/2$. Thus $IT(\lambda_n\epsilon)/2\pi=Ig_nJ_0(\lambda_n)^2/2\pi$, or
$$
g_n=T(\lambda_n\epsilon)/J_0(\lambda_n)^2 .
$$

The condition $\phi=0$ in the hole reads
$$
L=\sum_n g_n\frac{b}{\lambda_n}J_0(\lambda_n r/b),\qquad r<a.
$$
Average it with weight $2\pi r j/I$. Each $J_0$ becomes $T(\lambda_n\epsilon)$, so
$$
\psi=F[j]\equiv\frac{4\epsilon}{\pi}\sum_n w_nT(\lambda_n\epsilon)^2,\qquad
w_n=\frac1{\lambda_nJ_0(\lambda_n)^2}.
$$

$F$ can be evaluated for any trial density. Write the trial as the true density plus $\delta j$, where $\delta j$ carries no net current. The cross term is proportional to the true hole potential integrated against $\delta j$. That potential is constant, so the cross term vanishes and
$$
F[j+\delta j]=\psi+F[\delta j]\ge\psi .
$$
This is Thomson's principle of least power: every trial density of the correct total current gives an upper bound, and an error in the density enters quadratically.

## A basis with the right edge behaviour

Put $\mu=\sqrt{1-r^2/a^2}$ and take
$$
j_p^{\rm basis}=\frac{I}{2\pi a^2}\frac{P_{2p}(\mu)}{P_{2p}(0)\,\mu},\qquad p=0,1,2,\ldots
$$
These functions have the inverse-square-root edge singularity of a thin diaphragm. Since $r\,dr=-a^2\mu\,d\mu$,
$$
T_p(x)=\frac1{P_{2p}(0)}\int_0^1P_{2p}(\mu)J_0\!\left(x\sqrt{1-\mu^2}\right)d\mu .
$$
To evaluate it, expand a plane wave travelling in the plane of the hole in spherical waves and average over azimuth. The addition theorem gives
$$
J_0\!\left(x\sqrt{1-\mu^2}\right)=\sum_l(2l+1)i^lj_l(x)P_l(0)P_l(\mu).
$$
Legendre orthogonality on $(-1,1)$, halved for the even integrand, yields
$$
T_p(x)=(-1)^pj_{2p}(x),
$$
with $j_{2p}$ a spherical Bessel function. At $x=0$ this vanishes for $p\ge1$, so the net current comes from $p=0$, Maxwell's density, for which $T_0=\sin x/x$.

For $j=\sum_pc_pj_p^{\rm basis}$ with $c_0=1$, the power is $c^{\mathsf T}Ac$, where
$$
A_{pq}=\frac{4\epsilon}{\pi}\sum_nw_n(-1)^{p+q}j_{2p}(\lambda_n\epsilon)j_{2q}(\lambda_n\epsilon).
$$
Stationarity in $c_1,c_2,\ldots$ makes all components of $Ac$ vanish except the first. That component equals $c^{\mathsf T}Ac=\psi$. Therefore $c=\psi A^{-1}(1,0,\ldots)^{\mathsf T}$, and $c_0=1$ gives
$$
\boxed{\psi=\frac1{(A^{-1})_{00}}}.
$$

The procedure is to find $N$ zeros of $J_1$, form $A$ for $P$ basis densities, add the tail derived below, and solve one small linear system.

## The coefficient 1.41 from the zeros

For a small hole take Maxwell's density first; the effect of relaxing it is found in the next section. With $f(x)=(\sin x/x)^2$,
$$
A_{00}=\frac{4\epsilon}{\pi}\sum_nw_nf(\lambda_n\epsilon).
$$

Two asymptotic facts are needed. The zeros obey $\lambda_n=\beta_n-3/(8\beta_n)+\ldots$, with $\beta_n=(n+\frac14)\pi$. At a zero of $J_1$, the Wronskian $J_1Y_0-J_0Y_1=2/(\pi x)$ gives $J_0^2=4/(\pi^2x^2Y_1^2)$. There $Y_1^2=J_1^2+Y_1^2=(2/\pi x)(1+3/8x^2+\ldots)$, hence
$$
w_n=\frac\pi2\left(1+\frac3{8\lambda_n^2}+\ldots\right).
$$

Replace $w_n$ by $\pi/2$ and $\lambda_n$ by $\beta_n$. The sample points are midpoints of cells of width $\pi\epsilon$, the first of which begins at $3\pi\epsilon/4$. The midpoint rule gives
$$
\sum_nf(\beta_n\epsilon)=\frac1{\pi\epsilon}\int_0^\infty f\,dx-\frac34+O(\epsilon^2)
=\frac1{2\epsilon}-\frac34+O(\epsilon^2),
$$
since the integral is $\pi/2$. Multiplication by $2\epsilon$ produces $1-\frac32\epsilon$. The remaining weights contribute $(4\epsilon/\pi)\sum(w_n-\pi/2)$ at leading order. Thus
$$
A_{00}=1-\kappa\epsilon+\ldots,\qquad
\kappa=\frac32-\frac4\pi\sum_n\left(w_n-\frac\pi2\right).
$$

Terms in $\epsilon^2$ could arise in two ways. The shift of the zeros gives $-(3\epsilon^2/4\pi)\int_0^\infty f'/x\,dx$. The weights, through $f-1$, give $+(3\epsilon^2/4\pi)\int_0^\infty(f-1)/x^2\,dx$. Integration by parts shows that the two integrals are equal, so the terms cancel.

The first weight is $1.60885$, already close to $\pi/2=1.57080$. The sum of the differences is $0.071273$, and
$$
\kappa=1.5-\frac4\pi(0.071273)=1.40925 .
$$
The asymptotic positions of the zeros set the $3/2$; the departure of the weights from $\pi/2$ lowers it by only 6%.

## Wall reaction and higher orders

The sum over zeros converges slowly because it must also represent the singular hole current. Separating the field without a side wall removes this difficulty.

Let $V$ be the potential falling away from the hole, related to the earlier one by $\phi=\text{constant}-V$. Without a side wall, a density with transform $T_p$ on an insulating plane gives
$$
V_{\rm free}=\frac{\rho I}{2\pi}\int_0^\infty T_p(ka)J_0(kr)e^{-kz}dk .
$$
Its normal derivative reproduces $j$ by Hankel inversion. Averaging over density $q$ and multiplying by $4a/(\rho I)$, the factor that converts potential to $\psi$, gives the free matrix
$$
\frac2\pi\int_0^\infty T_pT_q\,dx=\frac{\delta_{pq}}{4p+1}.
$$
The last step is Parseval's theorem, because $T_p(x)=\int_0^1P_{2p}(t)\cos(xt)\,dt$. Since this matrix is diagonal, Maxwell's density has the least power in unbounded metal, and $\psi=1$. This confirms the prefactor $\rho/(2a)$.

For $r>a$ the same free field can be written with cosines along $z$. A point source uses
$$
\frac1{\sqrt{r^2+z^2}}=\frac2\pi\int_0^\infty K_0(kr)\cos kz\,dk .
$$
Averaging over the hole multiplies $K_0(kr)$ by the average of $I_0(kr')$, which is $T_p(ika)=i_{2p}(ka)$. Here $i_l(x)=i^{-l}j_l(ix)$ is the modified spherical Bessel function. The radial slope at the wall contains $-kK_1(kb)$. Adding $M(kb)I_0(kr)$ with $M=K_1/I_1$ cancels it, and the added field has no normal slope at $z=0$.

For $p=0$ the added integrand diverges as $2/(kb)^2$ at small $k$. Subtracting this pole subtracts a constant potential. Far away, the regular part of the integral tends to zero by the Riemann–Lebesgue lemma. What remains is
$$
\frac{\rho I}{\pi^2}\int_0^\infty\frac{2(\cos kz-1)}{(kb)^2}dk=-\frac{\rho Iz}{\pi b^2}.
$$
This is the uniform drop with no additive constant, so the subtraction is consistent with the definition of $L$. With $k$ now in units of $1/b$,
$$
A_{pq}=\frac{\delta_{pq}}{4p+1}+\frac{4\epsilon}{\pi^2}\int_0^\infty
\left[M(k)i_{2p}(k\epsilon)i_{2q}(k\epsilon)-\delta_{p0}\delta_{q0}\frac2{k^2}\right]dk .
$$

Insert $i_0(x)^2=(\sinh x/x)^2=1+x^2/3+2x^4/45+\ldots$:
$$
\kappa=-\frac4{\pi^2}\int_0^\infty\left(M-\frac2{k^2}\right)dk,
$$
$$
\beta=\frac4{3\pi^2}\int_0^\infty k^2M\,dk,\qquad
\gamma=\frac8{45\pi^2}\int_0^\infty k^4M\,dk .
$$
The first integral gives $1.409252$, in agreement with the Bessel sum to the digits printed. The others give $\beta=0.33818$ and $\gamma=0.06793$.

Now let the density relax. Since $i_2(x)\simeq x^2/15$, one has $A_{01}\simeq\beta\epsilon^3/5$, while $A_{11}\simeq1/5$. Minimizing over $c_1$ gives $c_1\simeq-\beta\epsilon^3$ and lowers the power by $A_{01}^2/A_{11}=\beta^2\epsilon^6/5$. Higher basis functions couple more weakly. Therefore
$$
\psi=1-\kappa\epsilon+\beta\epsilon^3+\gamma\epsilon^5-\frac{\beta^2}{5}\epsilon^6+O(\epsilon^7).
$$
Maxwell's density thus yields the correct terms through $\epsilon^5$. At $\epsilon=0.15$ the computed lowering is $1.016$ times its leading law.

## Finite holes and numerical error

| $\epsilon$ | $1-\kappa\epsilon$ | Maxwell density | full $\psi$ |
|---|---|---|---|
| 0.1 | 0.8591 | 0.8594 | 0.8594 |
| 0.3 | 0.5772 | 0.5865 | 0.5865 |
| 0.5 | 0.2954 | 0.3400 | 0.3396 |
| 0.7 | 0.0135 | 0.1445 | 0.1403 |

The pillars may be treated as infinitely wide only for very small openings: the unbounded formula, $\psi=1$, is already 1% too high at $\epsilon\simeq0.007$ and 10% too high at $\epsilon\simeq0.065$.

At $\epsilon=0.7$ the linear law has lost about 90% of the true $\psi$, and it becomes negative soon afterwards. The true $\psi$ cannot be negative, because $F$ is a sum of squares.

The opposite limit can be found from a uniform trial density, for which $T(x)=2J_1(x)/x$. As $\epsilon\to1$, every $T(\lambda_n\epsilon)$ tends to zero. The terms of $F$ are bounded by a constant times $\lambda_n^{-3}$ near this limit, so the whole sum vanishes too. Hence $\psi(1)=0$: an open cylinder has no excess resistance.

**Basis error.** At $\epsilon=0.7$, one, two and three densities give $0.14446$, $0.14029$ and $0.14029$. Six leave the three-density value $0.1402868$ unchanged to seven decimals.

**Summation error.** At large $x$, $(-1)^pj_{2p}(x)\to\sin x/x$. Replace $\sin^2$ by its mean $1/2$, $w_n$ by $\pi/2$, and the sum beyond $N$ by an integral with spacing $\pi$. The missing part of each matrix element is
$$
\tau=2\epsilon\,\frac1\pi\int_\Lambda^\infty\frac{d\lambda}{2\epsilon^2\lambda^2}=\frac1{\pi\epsilon\Lambda},\qquad
\Lambda=\left(N+\tfrac34\right)\pi .
$$

Omitting it does more harm than $\tau$ itself suggests, because minimization exploits the missing power. Let a change of the coefficients $c_1,\ldots,c_{P-1}$ have sum $t$. With the free diagonal matrix, its least cost is $t^2/S$, where
$$
S=\sum_{p=1}^{P-1}(4p+1)=2P^2-P-1 .
$$
For small and moderate $\epsilon$ the original coefficients sum to nearly one, so the change in power is $t^2/S-\tau(1+t)^2$. For $\tau S<1$ its minimum lies at $t=\tau S/(1-\tau S)$ and equals
$$
\Delta\psi\simeq-\frac{\tau}{1-\tau S}.
$$

For $\epsilon=0.3$, $N=100$ and $P=6$, one finds $\tau=0.00335$ and $S=65$. The predicted error is $-0.0043$. The computed value without the tail is $0.58232$, which is $0.0042$ below the converged $0.58651$. With the tail it is $0.58649$. For wide holes the estimate is too large, because $c_1\simeq-\beta\epsilon^3$ is no longer small: at $\epsilon=0.7$, with the same $N$ and $P$, it gives $-0.0016$ against an actual $-0.0011$. Enlarging the basis therefore requires more zeros: $\tau S\ll1$ means roughly $N\gg2P^2/(\pi^2\epsilon)$. The asymptotic tail further requires $\Lambda\epsilon\gg p(2p+1)$ for the highest $p$ used. Each truncated basis gives an upper bound if the sums are converged; a truncated sum can spoil that bound, as here.

**Independent solution.** A finite-volume solution of Laplace's equation used 140 radial and 100 axial cells, refined towards the hole edge, with an equipotential end at $z=1.5b$. It gives $\psi=0.5872$ at $\epsilon=0.3$ and $0.1405$ at $\epsilon=0.7$. These lie about $0.12\%$ and $0.15\%$ above the Bessel values.

## A copper joint

Take pillars of radius $b=2.5\ \mu\mathrm m$, each $5\ \mu\mathrm m$ high, with an opening of radius $a=0.75\ \mu\mathrm m$. A rough room-temperature resistivity for copper is $1.8\ \mu\Omega\,\mathrm{cm}$. The unbounded Maxwell resistance is
$$
\frac{\rho}{2a}=\frac{1.8\times10^{-8}\ \Omega\,\mathrm m}{1.5\times10^{-6}\ \mathrm m}=12.0\ \mathrm{m\Omega}.
$$
With $\epsilon=0.30$ and $\psi=0.5865$,
$$
R=12.0\times0.5865=7.04\ \mathrm{m\Omega}.
$$
The unbounded formula is 70.5% too high relative to this result; the linear factor gives $6.93\ \mathrm{m\Omega}$, 1.6% too low. The two pillars contribute $\rho(10\ \mu\mathrm m)/(\pi b^2)=9.17\ \mathrm{m\Omega}$, for a total of $16.2\ \mathrm{m\Omega}$. At the pillar ends the slowest mode has decayed by $e^{-2\lambda_1}\simeq5\times10^{-4}$, so the two-sided spreading fits within the pillars.

The single centred opening is an idealization: a poor bond may have several irregular openings, and its resistance then depends on their arrangement. For one small opening displaced by $d$, in units of $b$, the wall reaction includes all angular orders $m$. Each order needs the factor $-K_m'/I_m'$ to cancel the wall flux, so
$$
\kappa(d)=-\frac4{\pi^2}\int_0^\infty\left[\sum_{m\ge0}(2-\delta_{m0})\frac{-K_m'(k)}{I_m'(k)}I_m(kd)^2-\frac2{k^2}\right]dk .
$$
At $d=0.25$, $\kappa$ falls to $1.3345$. To leading order in $\epsilon$ this raises $R$ by $3.8\%$; with the finite hole size and a relaxed density the rise at $\epsilon=0.3$ is $3.9\%$.

Temperature moves the result most among the effects sized here. With a rough coefficient of $0.0039\ \mathrm K^{-1}$, warming by 80 K raises $\rho$, and hence both resistances, by 31%. Ballistic transport also adds resistance. A free-electron density of $8.5\times10^{22}\ \mathrm{cm^{-3}}$ gives a mean free path $\ell=36.5$ nm, and the Sharvin term $4\rho\ell/(3\pi a^2)$ is $0.50\ \mathrm{m\Omega}$, or 7% of $R$. Adding it in full is only an interpolation estimate. If the residue reflects electrons specularly, this overstates the increase, because the Ohmic part falls at finite mean free path, by an amount not computed here. The ratio of the Sharvin term to $\rho/(2a)$ is $8\ell/(3\pi a)$, so the local Ohmic model fails for nanometre-scale openings with $a\lesssim\ell$. Fully diffuse side-wall scattering would raise the pillar resistivity by about 0.55%.

A residue 10 nm thick adds at least $\rho t/(\pi a^2)=0.10\ \mathrm{m\Omega}$, or 1.4% of $R$. This is a lower bound: inserting perfectly conducting sheets at the two hole mouths cannot raise the resistance, and it leaves the thin-diaphragm value plus that of a uniform plug. The bound is not tight: solving Laplace's equation with the finite thickness gives about $0.18\ \mathrm{m\Omega}$, or 2.6% of $R$, because the current in the hole is crowded towards the edge rather than uniform. For an assumed film resistivity of $100\ \Omega\,\mathrm{cm}$, the leakage path has $560\ \Omega$ and is negligible. So is tunnelling through an assumed 1 eV barrier, with a conductance about $10^{-45}$ of that of the hole.

At 10 mA the constriction drops $70\ \mu\mathrm V$. The voltage across the film is somewhat larger. Averaged over the whole cross-section, the voltage step at $z=0$ equals the constriction voltage, but the hole contributes nothing to it. The film average is therefore $70\ \mu\mathrm V/(1-\epsilon^2)=77\ \mu\mathrm V$, or a mean field of $7.7\times10^{-5}$ MV/cm, and the field is higher still near the side wall. For heating, the whole voltage between the points held at room temperature matters. If these are the outer pillar ends, the drop is $V=10\ \mathrm{mA}\times16.2\ \mathrm{m\Omega}=162\ \mu\mathrm V$. With no heat lost through the side walls and the Wiedemann–Franz law, the opening warms by about $V^2/(8\mathcal L T)=4.5\times10^{-4}$ K, where $\mathcal L=2.44\times10^{-8}\ \mathrm{V^2\,K^{-2}}$ is the Lorenz number and $T=298$ K. The constriction voltage alone would give only $8.5\times10^{-5}$ K, because it leaves out the pillars, which also carry the heat away. The mean current density in the hole is $0.57\ \mathrm{MA/cm^2}$, and the ideal sharp edge concentrates it further, so electromigration would need a separate assessment. The direct-current model also needs a skin depth that is not small compared with $b$. The two are equal at 0.73 GHz, where the resistance of a long round wire has risen by 2%. In the numerical output, the film field is the constriction voltage divided by the film thickness, and the self-heating leaves out the pillars; the fuller estimates of both are the ones given above.

## Table of computed values

```
first zero of J1: 3.83171; its weight w_1: 1.60885
sum of (w_n - pi/2): 0.071273
kappa, Bessel sum: 1.409252; wall integral: 1.409252
beta: 0.33818; gamma: 0.06793; beta^2/5: 0.02287
density relaxation / leading law at a/b=0.15: 1.0164
a/b   linear   cubic    Maxwell density   full psi
0.1  0.85907  0.85941  0.859414  0.859414
0.3  0.57722  0.58636  0.586527  0.586509
0.5  0.29537  0.33765  0.340046  0.339609
0.7  0.01352  0.12952  0.144463  0.140287
grid solution of psi at a/b=0.3: 0.5872
grid solution of psi at a/b=0.7: 0.1405
psi(0.3), 100 zeros: no tail 0.582321, with tail 0.586489
psi(0.3), 1000 zeros: no tail 0.586171, with tail 0.586509
psi(0.7), 1 basis densities: 0.1444634
psi(0.7), 2 basis densities: 0.1402899
psi(0.7), 3 basis densities: 0.1402868
psi(0.7), 6 basis densities: 0.1402868
copper: rho=1.80 microohm cm, a=0.75 um, b=2.50 um
total pillar length: 10.0 um; a/b: 0.30; psi: 0.58651
unbounded Maxwell resistance: 12.000 mohm
linear-factor resistance: 6.927 mohm
constriction resistance: 7.038 mohm
excess of Maxwell value: 70.5 %
error of linear factor: -1.58 %
pillar: 9.167 mohm; total: 16.205 mohm
electron density: 8.50e+22 cm^-3; mean free path: 36.5 nm
Sharvin term: 0.496 mohm = 7.0 %
diffuse wall scattering in pillar: 0.55 %
film thickness: 10 nm; added resistance at least 0.102 mohm = 1.4 %
hole displaced by 0.25 b: kappa 1.3345, R +3.8 %
film resistivity: 100 ohm cm; film leakage resistance: 560 ohm
tunnel/hole conductance, 1.0 eV barrier: 10^-45
current: 10 mA; constriction voltage: 70.4 uV
film field: 7.0e-05 MV/cm
mean hole current density: 0.57 MA/cm2
contact self-heating: 8.5e-05 K
rho rise at 0.0039 /K over 80 K: 31 %
skin depth equals b at: 0.73 GHz
```
